# Surface Green functions of phonon leads by length-doubling decimation

## A chain of four atoms

Take a row of equal atoms, numbered $n=0,1,2,\dots$, joined by equal springs, with a spring on the left of atom 0 tied to a rigid wall. Let $w_n=\sqrt{m}\,u_n$ be the mass-weighted displacement. If atom 0 is driven by a unit source at frequency $f$, the response $G_n$ obeys

$$xG_0=1+aG_1,\qquad xG_n=aG_{n-1}+aG_{n+1}\quad(n\ge1),\qquad x=z-e .$$

Here $e$ is the on-site force constant divided by mass and $a<0$ is the coupling, both divided by $(2\pi)^2$ so that they are squared frequencies. With time factor $e^{-2\pi i(f+i\gamma)t}$, $z=(f+i\gamma)^2$. A small $\gamma>0$ means that the source has been growing slowly from zero, which selects waves that leave the source. The surface Green function is $g=G_0$.

Remove atom 1. Its equation gives $G_1=(a/x)(G_0+G_2)$, and atom 3 gives $G_3=(a/x)(G_2+G_4)$. Inserting these in the equations of atoms 0 and 2,

$$\Big(x-\frac{a^2}{x}\Big)G_0=1+\frac{a^2}{x}G_2,\qquad \Big(x-\frac{2a^2}{x}\Big)G_2=\frac{a^2}{x}(G_0+G_4).$$

This is again a chain with nearest-neighbour coupling, now $a_1=a^2/x$, but its atoms are two sites apart. Atom 0 has lost one neighbour and atom 2 has lost two, hence the factor 2.

Repeat the step: atom 2 is now the one removed. The surface equation gains

$$\frac{a_1^2}{x-2a^2/x}=\frac{a^4}{x^2}\,\frac{x}{x^2-2a^2}=\frac{a^4}{x(x^2-2a^2)} .$$

If the remaining coupling to atom 4 is dropped, the estimate $g_2$ of $g$ satisfies

$$\frac1{g_2}=x-\frac{a^2}{x}-\frac{a^4}{x(x^2-2a^2)}
=\frac{(x^2-a^2)(x^2-2a^2)-a^4}{x(x^2-2a^2)}=\frac{x^4-3a^2x^2+a^4}{x^3-2a^2x}.$$

The numerator is the determinant of $z-D$ for a chain of four atoms, and the denominator is the one for three. By Cramer's rule their inverse ratio is the end response of a four-atom chain. Two steps have therefore produced the surface response of four atoms, with atom 4 held still.

## What doubles in the scalar chain

Away from the source, write $G_n\propto\lambda^n$. The chain equation becomes $x=a(\lambda+\lambda^{-1})$; let $\lambda$ be the root with $|\lambda|<1$. After one step,

$$z-e_1=x-\frac{2a^2}{x}=a\,\frac{(\lambda+\lambda^{-1})^2-2}{\lambda+\lambda^{-1}}=a_1(\lambda^2+\lambda^{-2}),\qquad a_1=\frac{a}{\lambda+\lambda^{-1}} .$$

The form is unchanged and $\lambda$ has been squared. After $k$ steps the factor is $\lambda_k=\lambda^{2^k}$, and each coupling follows from

$$a_{k+1}=\frac{a_k}{\lambda_k^{-1}+\lambda_k}=a_k\,\frac{\lambda_k^{-1}-\lambda_k}{\lambda_k^{-2}-\lambda_k^{2}} .$$

Each denominator cancels the next numerator, so

$$a_k=a\,\frac{\lambda^{-1}-\lambda}{\lambda^{-2^k}-\lambda^{2^k}} .$$

The error can also be found by hand. Let $M=2^k$ and hold atom $M$ still. The response is then proportional to $\lambda^{-(M-n)}-\lambda^{M-n}$. Continue this form to $n=-1$, where it satisfies $xG_0=aG_{-1}+aG_1$. Comparison with the driven equation gives $aG_{-1}=1$, so $G_0=(1/a)\,G_0/G_{-1}$:

$$g_k=\frac1a\,\frac{\lambda^{-M}-\lambda^{M}}{\lambda^{-M-1}-\lambda^{M+1}}=\frac{\lambda}{a}\,\frac{1-\lambda^{2M}}{1-\lambda^{2M+2}} .$$

For the infinite chain the same argument with $G_n\propto\lambda^n$ gives $g=\lambda/a$. Hence

$$\frac{g_k-g}{g}=-\frac{\lambda^{2M}(1-\lambda^2)}{1-\lambda^{2M+2}} .$$

The factor $\lambda^{2M}$ is a wave that runs to the clamped atom and back. If $\gamma=0$ inside a phonon band, $|\lambda|=1$ and the echo never dies. One must therefore converge in $k$ at finite $\gamma$ first, and lower $\gamma$ afterwards.

## The algorithm for a general lead

Group the atoms of a harmonic lead into layers thick enough that forces couple neighbouring layers only. The mass-weighted force-constant matrix $D$ has blocks $E_s$ on the surface layer, $E$ on all layers behind it, $D_{n,n+1}=V$ and $D_{n+1,n}=V^\dagger$. The surface Green function is the block $g=[(z-D)^{-1}]_{00}$.

The block $E_s$ depends on what lies in front. At a free surface the missing bonds are removed from the on-site terms, so that a rigid shift costs no force. If the lead is to be joined to another solid, the on-site terms keep the bonds that will be present.

Start with $a=V$, $b=V^\dagger$. Removing every second layer as before, but keeping the order of the matrices, gives one step:

$$\begin{aligned}
h&=(z-E)^{-1}, & E_s&\leftarrow E_s+ahb,\\
E&\leftarrow E+ahb+bha, & a&\leftarrow aha,\qquad b\leftarrow bhb .
\end{aligned}$$

All right-hand sides use the old blocks. The term $ahb$ is a trip outward and back, $bha$ a trip towards the surface and back. After $k$ steps $g_k=(z-E_{s,k})^{-1}$. No inverse of $V$ is needed.

**Length.** Before a step the retained layers are $0,M,2M,\dots$ with $M=2^k$. The step removes the odd multiples of $M$ and leaves a spacing $2M$. If $N$ layers were missing between neighbours, there are now $N+1+N=2N+1$. Starting from $N=0$ this gives $N=2^k-1$. So the spacing doubles exactly, while the count of eliminated layers doubles and gains one.

The surface equation after $k$ steps is $(z-E_{s,k})G_0=1+a_kG_M$. Dropping $a_k$ means setting $G_M=0$. The equations of layers $1$ to $M-1$, already used, involve nothing beyond layer $M$. Hence $g_k$ is exactly the surface Green function of a slab of $2^k$ layers followed by a clamped layer.

**One elimination instead of many.** For $k\ge1$, let $R$ be the resolvent $(z-D)^{-1}$ of layers $1,\dots,N$ alone. Given the displacements at their two ends, these layers respond as $G_j=R_{j1}V^\dagger G_0+R_{jN}VG_M$. Inserting $G_1$ in the surface equation, and the analogous expressions in a bulk equation, gives

$$a_k=VR_{1N}V,\qquad E_k=E+VR_{11}V^\dagger+V^\dagger R_{NN}V .$$

The eliminated displacements are fixed uniquely by the end values, so the order of elimination cannot matter.

**Existence.** A finite Hermitian $D$ has real eigenvalues $d$, so $|z-d|\ge\mathrm{Im}\,z=2f\gamma>0$ and $z-D$ is invertible. Take a retained layer with its $N$ eliminated layers on each side. The determinant of $z-D$ for this piece is that of the two sides times $\det(z-E_k)$. Neither the whole nor the sides have a vanishing determinant, so $h$ exists at every step.

## Error and stopping rule

In the infinite lead let $F$ carry the decaying response one layer inward, $G_{n+1}=FG_n$. It is the same for every $n$, since the lead beyond looks the same. Then $G_M=F^MG_0$ and $g=(z-E_{s,k}-a_kF^M)^{-1}$. Therefore

$$g-g_k=g_k\big[(z-E_{s,k})-(z-E_{s,k}-a_kF^M)\big]g=g_k\,a_kF^M\,g .$$

The equation of layer $M$ is $(z-E_k)G_M=b_kG_0+a_kF^MG_M$, so

$$F^M=Wb_k,\qquad W=(z-E_k-a_kF^M)^{-1} .$$

$W$ is a diagonal block of the resolvent of the lead with layer 0 clamped. Like $g$ and $g_k$, it has norm at most $1/\mathrm{Im}\,z$. This yields a bound computable during the run:

$$\|g-g_k\|\le\frac{\|a_k\|\,\|b_k\|}{(\mathrm{Im}\,z)^3} .$$

For the rate, a bulk wave $\lambda^nu$ restricted to the retained layers still solves the reduced equations, with factor $\lambda^{2^k}$. No such wave has $|\lambda|=1$ when $\mathrm{Im}\,z>0$: the matrix $E+Ve^{i\theta}+V^\dagger e^{-i\theta}$ is Hermitian and cannot have the eigenvalue $z$. From $b_k=W^{-1}F^M$, with $W^{-1}$ tending to a finite limit, $b_k$ falls as $|\lambda|^M$ for the slowest decaying wave. For real blocks $E$ and $V$, transposing $z-E-V\lambda-V^\dagger/\lambda$ exchanges $\lambda$ and $1/\lambda$, so waves that decay towards the surface have the same rates as those that decay away from it. The mirrored lattice then gives the same fall for $a_k$. The error thus falls as $|\lambda|^{2M}$, the round trip seen in the scalar chain. At a fixed wavevector along the surface the blocks are in general complex and the two rates can differ; the error then falls as the product of the outward and the return factor.

Inside a band $f(\theta)$ write $\lambda=e^{i\theta-\kappa}$. To first order in $\gamma$,

$$f+i\gamma=f(\theta+i\kappa)\approx f(\theta)+i\kappa\frac{df}{d\theta}\quad\Rightarrow\quad\kappa=\frac{\gamma}{df/d\theta} .$$

The length needed grows as $1/\gamma$, apart from a logarithm, and the number of steps as its base-2 logarithm. Where the slope vanishes, as at the top of the acoustic band, this first-order estimate fails.

## A lead with two atoms per layer

Choose a model chain with masses 30 u and 60 u alternating, first-neighbour springs of 40 N/m and second-neighbour springs of 6 N/m. It ends freely on a light atom. In these units 1 N/m per u is $15.254\ \mathrm{THz}^2$. The light atom in the bulk has on-site term $(2\cdot40+2\cdot6)/30\times15.254=46.78\ \mathrm{THz}^2$. At the surface it keeps half its springs and has $23.39\ \mathrm{THz}^2$.

At $f=3$ THz and $\gamma=0.001$ THz, $\mathrm{Im}\,z=0.006\ \mathrm{THz}^2$. The errors below are relative to the norm of $g$ found from the decaying Bloch waves.

| Step | Slab layers | Relative error |
|---:|---:|---:|
| 3 | 8 | 4.6 |
| 10 | 1024 | 0.73 |
| 12 | 4096 | 0.023 |
| 13 | 8192 | $3.6\times10^{-4}$ |
| 14 | 16384 | $8.9\times10^{-8}$ |

Early steps do not improve the answer steadily. The scalar formula shows why this can happen: with $|\lambda|\approx1$ its denominator $1-\lambda^{2M+2}$ may be small, which is a resonance of the slab.

The phase is 1.357 rad per layer and the band slope 1.974 THz/rad, so $\kappa=0.001/1.974=5.07\times10^{-4}$. The echo has fallen by a factor $e$ when $2M\kappa=1$, at about 1000 layers, and becomes weak only when $2M\kappa$ is several times larger: the error is still 0.73 at 1024 layers and 0.023 at 4096. From step 13 to 14 the slab grows by 8192 layers, and the predicted reduction is $e^{-2\times8192\times5.065\times10^{-4}}=2.5\times10^{-4}$. The table gives $8.9\times10^{-8}/3.6\times10^{-4}=2.5\times10^{-4}$.

The length claim was tested on explicit slabs for $k=1$ to 6. Slabs of $2^k$ layers agree with $g_k$ to rounding; slabs one layer shorter or longer differ by at least 81% of $\|g_k\|$. Adding 4096 layers one by one also reproduces step 12.

With the bound set to $10^{-10}\ \mathrm{THz}^{-2}$ the run stops after 16 steps, a slab of 65536 layers. For $\gamma=10^{-2},10^{-3},10^{-4}$ THz the counts are 12, 16 and 19. A tenfold longer slab costs $\log_2 10\approx3.3$ steps, and since steps are whole numbers the counts rise here by 4 and by 3. At 6 THz, in the gap between the acoustic and optical bands, the slowest wave has $|\lambda|=0.42$ per layer and 5 steps suffice.

The result at 3 THz is $g=0.0014-0.0478i$ for the light atom and $0.0508-0.0478i$ for the heavy one, in $\mathrm{THz}^{-2}$. The imaginary part counts modes. For small $\gamma$, a mode of frequency $f_\nu$ and weight $|c_\nu|^2$ on an atom contributes $-\pi|c_\nu|^2\delta(f^2-f_\nu^2)=-(\pi/2f)|c_\nu|^2\delta(f-f_\nu)$. The local density is therefore $-(2f/\pi)\,\mathrm{Im}\,g$, here about 0.091 per THz on either atom.

## From the surface to a thermal boundary

Join a left lead, ending at layer $-1$, to a right lead starting at layer 0, with $C=D_{-1,0}$. Let $g_L,g_R$ be the surface functions of the left lead and of the right lead from layer 1 on. Let $\phi$ be a normal mode of the left lead while layer 0 is clamped. After joining, $w_{-1}=\phi_{-1}+g_LCw_0$ and $w_1=g_RV^\dagger w_0$. Let $E$ now denote the on-site block of layer 0 with all its bonds, including those to the left lead. The equation of layer 0 becomes

$$w_0=GC^\dagger\phi_{-1},\qquad G=(z-E-\Sigma_L-\Sigma_R)^{-1},$$

$$\Sigma_L=C^\dagger g_LC,\qquad\Sigma_R=Vg_RV^\dagger .$$

For the power, use angular frequency $\omega=2\pi f$ and matrices in units of $\omega^2$. Layer 0 exerts the force $-V^\dagger w_0$ on layer 1, whose velocity is $-i\omega w_1$. The mean power is

$$P=\tfrac12\mathrm{Re}\big[(-i\omega w_1)^\dagger(-V^\dagger w_0)\big]=-\tfrac{\omega}{2}\mathrm{Im}(w_0^\dagger Vw_1)=\tfrac{\omega}{4}w_0^\dagger\Gamma_Rw_0,$$

with $\Gamma=i(\Sigma-\Sigma^\dagger)$. A mode of energy $\varepsilon$ has squared amplitude $2\varepsilon/\omega^2$. The sum of $\phi_{-1}\phi_{-1}^\dagger$ over normalized modes is $\int 2\omega\,d\omega\,i(g_L-g_L^\dagger)/2\pi$. The product of these factors contains $\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]$. For real blocks, $G$, $\Gamma_L$ and $\Gamma_R$ are symmetric, so transposing the product inside the trace exchanges $\Gamma_L$ and $\Gamma_R$. The total power is therefore

$$\int\frac{d\omega}{2\pi}\,\varepsilon\,\mathcal T=\int df\,\varepsilon\,\mathcal T(f),\qquad \mathcal T=\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger] .$$

With $\varepsilon=hf\,n(f,T)$ and $n$ the Bose occupation, a small temperature difference between the leads gives the conductance $K=\int df\,hf\,(\partial n/\partial T)\,\mathcal T$.

Let the left lead be a chain of 120 u atoms with the same springs. For long waves, matching displacement and force gives $\mathcal T=4r/(1+r)^2$, where $r$ is the impedance ratio. Equal springs make $r=\sqrt{120/45}=1.63$, 45 u being the mean mass on the right, so $\mathcal T=0.942$. The computed values are 0.939 at 1 THz, 0.899 at 3 THz and 0.795 at 4 THz. Direct matching of incoming and outgoing waves agrees within the tested tolerance of $10^{-4}$.

At 300 K the conductance is 54.3 pW/K per chain, a resistance of 18.4 K/nW. Much of this is not caused by the mass change. The 120 u chain carries one wave in each direction up to 4.51 THz, and $hf\,\partial n/\partial T\le k_B$, so even full transmission gives at most $k_B\times4.51\ \mathrm{THz}=62.3$ pW/K, or at least 16.1 K/nW. A uniform chain thus has a finite two-terminal resistance even at full transmission, and the excess over a uniform 120 u chain is less than 2.4 K/nW. This figure depends on the reference. A uniform chain of the 30 u and 60 u atoms has a wider acoustic band and an optical band, hence a lower resistance of about 13 K/nW, and the excess over it is about 5 K/nW.

These are values per chain. A resistance per area needs a sum over wavevectors along the interface, with both leads decimated anew for each wavevector and frequency. Anharmonic scattering and interface disorder are absent from the model. The full numerical output follows.

## Computed values

```
lead masses: 30 and 60 u; second solid: 120 u
springs: first 40 N/m, second 6 N/m
surface block rows (THz^2): [23.3899, -14.3819], [-14.3819, 21.8644]
bulk block rows (THz^2): [46.7797, -14.3819], [-14.3819, 23.3899]
V block rows (THz^2): [-3.0509, 0.0000], [-14.3819, -1.5254]
acoustic band top at theta = pi: 5.1421 THz
optical band at theta = pi: 7.2720 THz
frequency 3.0 THz, broadening 0.001 THz, Im z = 0.0060 THz^2
step | slab layers | eliminated between | |a_k|/|V| | relative error
 0 |     1 |     0 | 1.000e+00 | 9.042e+00
 1 |     2 |     1 | 9.209e-01 | 7.221e-01
 2 |     4 |     3 | 7.688e-01 | 8.439e-01
 3 |     8 |     7 | 9.689e-01 | 4.590e+00
 4 |    16 |    15 | 1.040e+00 | 7.108e-01
 6 |    64 |    63 | 7.583e-01 | 1.012e+00
 8 |   256 |   255 | 7.778e-01 | 1.149e+00
10 |  1024 |  1023 | 1.022e+00 | 7.332e-01
11 |  2048 |  2047 | 4.764e-01 | 1.757e-01
12 |  4096 |  4095 | 1.912e-01 | 2.294e-02
13 |  8192 |  8191 | 2.386e-02 | 3.565e-04
14 | 16384 | 16383 | 3.765e-04 | 8.872e-08
largest relative difference from 2^k-layer slab, k=1..6: 3.5e-15
smallest relative difference for slabs one layer off: 0.814
layer-by-layer slab of 4096 layers, relative difference: 4.0e-15
steps to error bound 1e-10 THz^-2 at 3.0 THz: 16
final relative difference from mode matching: 1.3e-15
g light atom: 0.001374 -0.047753 i THz^-2
g heavy atom: 0.050846 -0.047795 i THz^-2
phase per layer: 1.35708 rad; band slope: 1.97428 THz/rad
attenuation per layer: 5.0651e-04; gamma/slope: 5.0651e-04
error decay per slab layer, steps 13 to 14: 1.0130e-03
steps needed at broadening 1e-02 THz: 12
steps needed at broadening 1e-03 THz: 16
steps needed at broadening 1e-04 THz: 19
gap at 6.0 THz: steps 5, largest decaying |lam| = 0.4247
junction broadening: 1e-05 THz; uniform-chain transmission: 0.99999
transmission at 1.0 THz: Green 0.93913, waves 0.93912
transmission at 3.0 THz: Green 0.89948, waves 0.89946
transmission at 4.0 THz: Green 0.79516, waves 0.79513
band top of second solid: 4.5099 THz
conductance per chain at 300 K: 54.33 pW/K (waves 54.33 pW/K)
two-terminal resistance per chain: 18.41 K/nW
```
